# Berreman absorption of a thin free-standing film, part 1

(Sections cited here and not found follow in the second part.)

## First half: absorption to first order in thickness

A flat film fills the region $0<z<d$ and has vacuum on both sides. Its response is local and isotropic, described by a relative permittivity $\varepsilon=\varepsilon'+i\varepsilon''$ at the angular frequency $\omega$. Fields vary in time as $e^{-i\omega t}$, so a passive material has $\varepsilon''\ge 0$. A plane wave arrives from $z<0$ at the angle $\theta$ to the film normal, with $xz$ as the plane of incidence. In p polarization the magnetic field points along $y$, and the electric field has a component $E_x$ along the film and a component $E_z$ normal to it.

The symbols used throughout are

$$k=\frac{\omega}{c},\qquad \delta=kd,\qquad s=\sin\theta,\qquad C=\cos\theta ,$$

where $c$ is the speed of light. The magnetic field is multiplied by the vacuum impedance $Z_0$, which gives it the unit of an electric field; the product is called $H$. The absorptance is the fraction of the incident power that is neither reflected nor transmitted. The problem is to find it for a thin film, to identify the field that causes each part of it, and to establish when the result can be trusted.

### (a) Which equations govern the tangential fields?

Reduce Maxwell's equations inside the film to two first-order equations for $H$ and $E_x$, and express $E_z$ through $H$.

**Solution.** The film is uniform along $x$ and $y$, so all fields keep the factor $e^{iksx}$ of the incident wave. With the rescaled magnetic field, Maxwell's curl equations read

$$\nabla\times\mathbf E=ik\mathbf H,\qquad \nabla\times\mathbf H=-ik\varepsilon\mathbf E .$$

Here $\mathbf H=(0,H,0)$. The $x$ component of $\nabla\times\mathbf H$ is $-dH/dz$, and the $z$ component is $\partial H/\partial x=iksH$. The second curl equation therefore gives

$$-\frac{dH}{dz}=-ik\varepsilon E_x,\qquad iksH=-ik\varepsilon E_z .$$

The $y$ component of the first curl equation is

$$\frac{dE_x}{dz}-iksE_z=ikH .$$

The second relation above yields $E_z=-sH/\varepsilon$. Inserting it here gives $dE_x/dz=ikH-iks^2H/\varepsilon$. The result is

$$\frac{dH}{dz}=ik\varepsilon E_x,\qquad \frac{dE_x}{dz}=ik\left(1-\frac{s^2}{\varepsilon}\right)H,\qquad E_z=-\frac{sH}{\varepsilon}. \tag{1}$$

In vacuum, $\varepsilon=1$ and $1-s^2=C^2$. A wave $H=e^{ikCz}$ travelling towards larger $z$ then has $E_x=CH$, by the first equation. The wave travelling the other way has $E_x=-CH$.

The inverse permittivity enters through $E_z$. The normal displacement $\varepsilon E_z=-sH$ is continuous at a face because $H$ is continuous. The normal electric field is not continuous: the polarization ends at the face and leaves a surface charge there. Inside the film the normal field is $1/\varepsilon$ times its value just outside, which is a reduction if $|\varepsilon|>1$ and an enhancement if $|\varepsilon|<1$.

### (b) What are the reflected and transmitted amplitudes?

Let the incident wave have $H=1$ at the front face. Let $r$ be the reflected amplitude of $H$ at the front face and $t$ the transmitted amplitude of $H$ at the rear face. Find both to first order in $\delta$.

**Solution.** The tangential fields are continuous at both faces, so

$$H(0)=1+r,\quad E_x(0)=C(1-r),\quad H(d)=t,\quad E_x(d)=Ct .$$

Integrating the first two equations (1) across the film gives

$$H(d)-H(0)=ik\varepsilon\int_0^dE_x\,dz,\qquad E_x(d)-E_x(0)=ik\left(1-\frac{s^2}{\varepsilon}\right)\int_0^dH\,dz .$$

For $\delta=0$ the right-hand sides vanish. The matching conditions become $t=1+r$ and $t=1-r$, so $r=0$ and $t=1$. At small $\delta$, with $\varepsilon$ and $\theta$ held fixed, $r$ and $t-1$ are of order $\delta$. The fields inside the film differ from $E_x=C$ and $H=1$ by terms of the same order. Since the integrals are already multiplied by $k$ and extend over the length $d$, these zeroth-order fields suffice in them:

$$t-1-r=i\delta\varepsilon C,\qquad C(t-1+r)=i\delta\left(1-\frac{s^2}{\varepsilon}\right).$$

Divide the second equation by $C$. Half the sum of the two equations gives $t-1$, and half their difference gives $r$:

$$t=1+\frac{i\delta}{2}\left[\varepsilon C+\frac1C\left(1-\frac{s^2}{\varepsilon}\right)\right]+O(\delta^2), \tag{2}$$

$$r=\frac{i\delta}{2}\left[\frac1C\left(1-\frac{s^2}{\varepsilon}\right)-\varepsilon C\right]+O(\delta^2). \tag{3}$$

As a check, put $\varepsilon=1$. Then $1-s^2=C^2$, the bracket in (3) vanishes, and (2) becomes $t=1+i\delta C$. This is the beginning of $e^{ikCd}$, the phase that a wave gathers over the distance $d$ in vacuum.

### (c) How much is absorbed?

Use the amplitudes to find the absorptance to first order. State what must be small for the expansion to make sense.

**Solution.** The time-averaged power flow along $z$ is $\mathrm{Re}(E_xH^*)/(2Z_0)$. For the incident wave this is $C/(2Z_0)$. The reflected and transmitted waves have the same ratio $|E_x/H|=C$, so their shares of the incident power are $R=|r|^2$ and $T=|t|^2$. Hence

$$A_p=1-|r|^2-|t|^2 .$$

Write $|t|^2=1+2\,\mathrm{Re}(t-1)+|t-1|^2$. Both $|r|^2$ and $|t-1|^2$ are of second order, which leaves

$$A_p=-2\,\mathrm{Re}(t-1)+O(\delta^2).$$

For any complex number $F$, $\mathrm{Re}(iF)=-\mathrm{Im}F$. With $F$ equal to the bracket in (2), $-2\,\mathrm{Re}(i\delta F/2)=\delta\,\mathrm{Im}F$. The term $1/C$ in $F$ is real and contributes nothing. Therefore

$$A_p=\delta\left[\varepsilon''C+\mathrm{Im}\left(-\frac1\varepsilon\right)\frac{s^2}{C}\right]+O(\delta^2),\qquad \mathrm{Im}\left(-\frac1\varepsilon\right)=\frac{\varepsilon''}{|\varepsilon|^2}. \tag{4}$$

The last identity follows from $1/\varepsilon=\varepsilon^*/|\varepsilon|^2$. Both terms are non-negative for a passive film. The two contributions will be called

$$x=\delta\,\frac{s^2}{C}\,\mathrm{Im}\left(-\frac1\varepsilon\right),\qquad y=\delta C\varepsilon'' . \tag{5}$$

The quantity $x$ is the Berreman term. If $\varepsilon''$ is small where $\varepsilon'$ passes through zero, $\mathrm{Im}(-1/\varepsilon)$ rises there to about $1/\varepsilon''$, and $x$ has a peak. A zero of $\varepsilon'$ with large $\varepsilon''$ gives no pronounced peak. At normal incidence $s=0$, and $y=\delta\varepsilon''$ remains alone.

At this order the absorbed power is missing from the transmitted beam, since reflection takes a share of order $\delta^2$. The film radiates a weak wave forwards; this wave interferes with the incident one, and the interference removes a power proportional to the first power of the weak amplitude.

The corrections in (2) and (3) must be small compared with one. Their sum and difference show that this means $\delta|\varepsilon|C\ll1$ and $(\delta/C)\,|1-s^2/\varepsilon|\ll1$, which is ensured by

$$\delta|\varepsilon|C\ll1,\qquad \frac{\delta}{C}\ll1,\qquad \frac{\delta s^2}{C|\varepsilon|}\ll1. \tag{6}$$

These three conditions are sufficient. The last two can be relaxed when $\varepsilon$ is close to $s^2$, because the terms $1$ and $s^2/\varepsilon$ then nearly cancel. The second condition fails near grazing incidence, and the expansion fails with it unless $\varepsilon$ is close to one. The third fails at oblique incidence when $\varepsilon$ tends to zero at a fixed thickness, so a small ratio of thickness to wavelength is not sufficient by itself.

### (d) Which field heats the film?

Recover (4) from the heat produced inside the film. Then find what happens in s polarization, and in a film whose permittivities along and normal to its plane differ.

**Solution.** The polarization current is $\mathbf J=-i\omega\varepsilon_0(\varepsilon-1)\mathbf E$, where $\varepsilon_0$ is the vacuum permittivity. The mean heat per unit volume is

$$\tfrac12\mathrm{Re}(\mathbf J\cdot\mathbf E^*)=\tfrac12\omega\varepsilon_0\varepsilon''|\mathbf E|^2 ,$$

because $\mathrm{Re}[-i(\varepsilon-1)]=\varepsilon''$. Divide by the incident power per unit area, $C/(2Z_0)$, and use $\omega\varepsilon_0Z_0=k$:

$$A=\frac kC\int_0^d\varepsilon''\left(|E_x|^2+|E_z|^2\right)dz . \tag{7}$$

To leading order the fields in the film are $E_x=C$ and $E_z=-s/\varepsilon$. The two parts of the integral become

$$\frac{\delta}{C}\varepsilon''C^2=y,\qquad \frac{\delta}{C}\varepsilon''\frac{s^2}{|\varepsilon|^2}=x .$$

The Berreman term is thus the heat produced by the normal field, and $y$ is the heat produced by the parallel field. The factor $1/C$ in $x$ arises because an oblique beam delivers less power to each unit of film area, while the normal component of its field grows as $s$.

The location of the peak can be understood from the displacement. Where $\varepsilon$ vanishes, a normal field can exist in the film with no displacement, and therefore with no field outside: the carriers move back and forth between the faces, and their surface charges supply the restoring force. The incident wave drives this motion through its normal field. Damping keeps $\varepsilon$ from vanishing at real frequency, and limits the response.

In s polarization the electric field lies along $y$, parallel to the film. It is continuous at the faces and has amplitude one to leading order. The heat integral gives

$$A_s=\frac{\delta\varepsilon''}{C}+O(\delta^2). \tag{8}$$

No inverse permittivity appears, because there is no normal field.

Now let the film have permittivity $\varepsilon_x$ in its plane and $\varepsilon_z$ along its normal. In the derivation of (1), the equation for $dH/dz$ contains $\varepsilon_x$, and the relation between $E_z$ and $H$ contains $\varepsilon_z$. The remaining steps are unchanged, so

$$A_p=\delta\left[\varepsilon_x''C+\mathrm{Im}\left(-\frac1{\varepsilon_z}\right)\frac{s^2}{C}\right]+O(\delta^2). \tag{9}$$

If $\varepsilon_z$ is real and nonzero, the second term is absent whatever the value of $\varepsilon_x$. A zero of the in-plane permittivity alone does not produce a Berreman peak at this order.

### (e) What changes for a layered film, or for a film on a substrate?

First let $\varepsilon$ depend on $z$. Then return to a uniform film and place it on a lossless substrate of refractive index $n_s$, with $n_s\ge1$.

**Solution.** Equations (1) hold at each $z$ when $\varepsilon$ varies with $z$, because their derivation did not differentiate $\varepsilon$. The integration in (b) now gives

$$t-1-r=ikC\int_0^d\varepsilon\,dz,\qquad t-1+r=\frac{ik}{C}\int_0^d\left(1-\frac{s^2}{\varepsilon}\right)dz .$$

Half the sum is $t-1$, and $A_p=-2\,\mathrm{Re}(t-1)$ as before:

$$A_p=k\left[C\int_0^d\varepsilon''dz+\frac{s^2}{C}\int_0^d\mathrm{Im}\left(-\frac1\varepsilon\right)dz\right]+O(\delta^2). \tag{10}$$

The normal field sees the layers in series, so inverse permittivities are added. A layer with real, nonzero $\varepsilon$ contributes nothing to either integral. If it replaces part of a uniform film, both terms fall in proportion to the thickness that remains absorbing. A graded layer in which $\varepsilon'$ passes through zero is different. Near the crossing, $\mathrm{Im}(-1/\varepsilon)$ is a narrow Lorentzian in $z$, whose area tends to $\pi/|d\varepsilon'/dz|$ as $\varepsilon''\to0$, so some absorption remains in this limit.

For the substrate, the leading fields are those at the bare interface between vacuum and substrate. In the substrate, the squared wave number along $z$ is $k^2(n_s^2-s^2)$, and the first equation (1) with $\varepsilon=n_s^2$ gives

$$\frac{E_x}{H}=Z,\qquad Z=\frac{\sqrt{n_s^2-s^2}}{n_s^2}.$$

Let $r_0$ and $t_0$ be the amplitudes of $H$ reflected and transmitted by the bare interface. Continuity requires $1+r_0=t_0$ and $C(1-r_0)=Zt_0$. Eliminating $t_0$ gives $C-Z=r_0(C+Z)$, hence

$$r_0=\frac{C-Z}{C+Z}. \tag{11}$$

In the thin film, $H=1+r_0$, so $|E_z|=s(1+r_0)/|\varepsilon|$, while $E_x=C(1-r_0)$. Putting these fields into (7) gives

$$A_p=(1+r_0)^2x+(1-r_0)^2y+O(\delta^2). \tag{12}$$

This is the heat released in the film, and it equals the incident power that enters neither the reflected beam nor the substrate. Reflection at the bare interface is now of zeroth order, so the argument in (c) that reflection may be ignored does not carry over. The heat integral avoids that difficulty. For $n_s=1$, $Z=C$ and $r_0=0$, and (12) returns to $A_p=x+y$.

## Second half: limits of the law and a conducting film

The first half treated a film of thickness $d$ and permittivity $\varepsilon=\varepsilon'+i\varepsilon''$ in vacuum, with time factor $e^{-i\omega t}$, $k=\omega/c$, $\delta=kd$, $s=\sin\theta$ and $C=\cos\theta$. The field $H$ is the magnetic field in units of an electric field, and $r$ and $t$ are its reflected and transmitted amplitudes at the two faces. Inside the film $dH/dz=ik\varepsilon E_x$ and $dE_x/dz=ik(1-s^2/\varepsilon)H$. The p-polarized absorptance is

$$A_p=x+y+O(\delta^2),\qquad x=\delta\frac{s^2}{C}\mathrm{Im}\left(-\frac1\varepsilon\right),\qquad y=\delta C\varepsilon'' ,$$

where $x$ is the heat of the normal field and $y$ that of the parallel field. In s polarization $A_s=\delta\varepsilon''/C$ to first order.

The absorptance of a thin film is now known to first order in its thickness, with each term traced to the field that causes it, and the result has been extended to layered films and to a film on a substrate. It remains to solve the slab at arbitrary thickness, to find what limits the absorption, and to apply the results to a conducting film, including estimates of what the local model leaves out.
